Why Bias Changes Only the Semiconductor Side of an Ideal Schottky Barrier

**Q.** I have a metal contact on n-type silicon. When I make the metal positive, the current rises exponentially, and I am told that the barrier has come down. I am also told that the barrier seen from the metal has not changed. Both groups of electrons cross the same hilltop. How can one voltage lower it for one group and not for the other?

**A.** A barrier height is a difference between two energies: the hilltop and the level from which the electrons start. The two groups start from different places, so we need to find what the hilltop is tied to.

Let E_Fm be the Fermi level in the bulk of the metal and E_Fs the Fermi level in the bulk of the semiconductor. At equilibrium they coincide. A voltage source holds them apart. Take V positive when the metal is the positive side. An electron has charge −q, with q > 0, so raising the metal's potential by V lowers its electron energies by qV:

E_Fs − E_Fm = qV.

Forward bias is V > 0 and reverse bias is V < 0. Here V is the voltage across the junction itself, without any drop in the leads or in the neutral silicon.

**Q.** What does each Fermi level carry along with it?

**A.** In the neutral bulk of each material, the spacing between the Fermi level and the other levels is fixed, because neutrality fixes the number of electrons.

In the semiconductor, let E_c be the conduction-band edge, N_c the effective density of states and N_D the density of donors, all ionized. For a non-degenerate electron gas

n = N_c exp[−(E_c − E_Fs)/kT].

Neutrality requires n = N_D in the bulk. Taking the logarithm gives

ξ ≡ E_c(bulk) − E_Fs = kT ln(N_c/N_D),

which contains no V. The bulk band edge therefore follows E_Fs.

In the metal, the useful companion is the local vacuum level, the energy of an electron at rest just outside the surface. It lies one work function Φ_M above the Fermi level, at E_Fm + Φ_M.

**Q.** And the hilltop, the band edge at the interface? Which Fermi level does that follow?

**A.** This is where the ideal model enters. The Schottky-Mott model assumes that the local vacuum level is continuous across the junction: joining the surfaces creates no extra dipole and no charged interface states. Assume also that the metal screens perfectly, so that its levels stay flat right up to the interface, x = 0. The vacuum level there is then still E_Fm + Φ_M. On the semiconductor side, the band edge lies one electron affinity χ below the vacuum level. Hence

E_c(0) = E_Fm + Φ_M − χ.

The hilltop follows the metal's Fermi level. Subtracting E_Fm gives the barrier seen from the metal:

Φ_B ≡ E_c(0) − E_Fm = Φ_M − χ.

The voltage has dropped out. For electrons in the semiconductor, the starting level is E_c(bulk) = E_Fs + ξ, so their barrier is

E_c(0) − E_c(bulk)
= (E_Fm + Φ_B) − (E_Fs + ξ)
= Φ_B − ξ − (E_Fs − E_Fm)
= Φ_B − ξ − qV.

With the built-in voltage defined by qV_bi = Φ_B − ξ, this is q(V_bi − V). The hilltop is tied to one Fermi level and the semiconductor's starting level to the other, so their difference must change when the Fermi levels separate.

**Q.** Could you put numbers on that? I would like to see the levels move.

**A.** Take Φ_M = 4.80 eV, χ = 4.05 eV, N_D = 1.0×10¹⁶ cm⁻³, relative permittivity ε_r = 11.7 and T = 300 K. Then kT = 0.02585 eV and N_c = 2.816×10¹⁹ cm⁻³, so

Φ_B = 4.80 − 4.05 = 0.75 eV,
ξ = 0.02585 × ln(2816) = 0.205 eV,
qV_bi = 0.750 − 0.205 = 0.545 eV.

Put the zero of energy at E_Fs. In eV, the levels are:

V = −5.0 V: E_Fm = +5.000, E_c(0) = 5.750, E_c(bulk) = 0.205
V = 0: E_Fm = 0, E_c(0) = 0.750, E_c(bulk) = 0.205
V = +0.3 V: E_Fm = −0.300, E_c(0) = 0.450, E_c(bulk) = 0.205

The hilltop and E_Fm move together and stay 0.750 eV apart. The height above the semiconductor's bulk edge goes from 5.545 eV to 0.545 eV to 0.245 eV.

These levels come from a numerical solution of Poisson's equation through both materials. The two Fermi levels and the bulk properties were given, and the potential at the interface was left to be found. The metal's screening length was made a thousand times shorter than the free-electron estimate derived below, to approach the ideal metal. The barriers agreed with the two formulas to better than 0.1 meV.

**Q.** You held the semiconductor's Fermi level at zero. If I ground the metal instead, does the hilltop not stand still?

**A.** It does. With E_Fm = 0, the hilltop stays at 0.750 eV and the bulk edge moves to 0.205 eV + qV. At +0.3 V it stands at 0.505 eV, which is 0.245 eV below the top. At −5 V it stands at −4.795 eV, which is 5.545 eV below. Changing the zero shifts every level equally and leaves the differences alone. "The hilltop comes down" and "the semiconductor's electrons are lifted" describe the same change.

**Q.** The two materials still seem to be treated unequally. Why does the voltage drop on the semiconductor side of the interface and not on the metal side?

**A.** Because the metal can supply its share of the charge within a fraction of an ångström, while the semiconductor must uncover donors over hundreds of nanometres. Let us work out both drops.

Start with the semiconductor, x > 0, and write w(x) = E_c(x) − E_c(bulk). The charge density is q(N_D − n). Holes are neglected: for a gap of 1.12 eV, their density at the interface is roughly 0.2% of N_D. The electron energy is −q times the potential, so Poisson's equation becomes

w″ = (q²/ε)(N_D − n), with ε = ε_r ε₀.

If the electrons keep the Fermi level E_Fs through the layer, n = N_D exp(−w/kT). Multiply by w′ and integrate from the bulk, where w and w′ both vanish:

½(w′)² = (q²N_D/ε)[w − kT(1 − exp(−w/kT))].

At the interface w = q(V_bi − V). Our smallest value, 0.245 eV, is more than nine times kT, so the exponential can be dropped. The field strength F = |w′|/q at the interface is then

F = √[2qN_D(V_bi − V − kT/q)/ε].

By Gauss's law, εF equals the uncovered charge per area, which we write as qN_D W. This defines the effective depletion width W:

W = εF/(qN_D) = √[2ε(V_bi − V − kT/q)/(qN_D)].

The solved widths are 259 nm at zero bias and 845 nm at −5 V. The formula predicts the ratio √[(5.545 − 0.026)/(0.545 − 0.026)] = 3.26, and 845/259 = 3.26. The interface field rises from 0.040 to 0.131 MV/cm.

**Q.** And in the metal?

**A.** Let s(x) be the shift of the metal's local levels from their bulk position, for x < 0. If the levels rise by a small s while the Fermi level stays fixed, the electron density falls by g s, where g is the density of states per volume at the Fermi level. That leaves a positive charge density q g s. Poisson's equation, with permittivity ε₀, reads

s″ = (q²g/ε₀)s = s/λ², with λ = √[ε₀/(q²g)].

The solution that vanishes deep in the metal is s = s(0) exp(x/λ), with slope s(0)/λ at the interface. For free electrons of density n_m and Fermi energy E_F, measured from the band bottom, g = 3n_m/(2E_F). Taking n_m = 6.0×10²² cm⁻³ gives E_F = 5.59 eV and λ = 0.059 nm. This is shorter than the spacing between the electrons, so for a real metal surface the formula gives only the rough size of the effect.

With no sheet of charge at the interface, the electric displacement is continuous. The band edge falls away from the interface into the semiconductor, so w′(0) = −qF, and

ε₀ s(0)/λ = −ε_r ε₀ qF,
s(0) = −δ, with δ = ε_r qFλ.

The minus sign means that the metal's levels bend down at the interface and lower the hilltop by δ. At −5 V the field is 0.01307 V/nm, so

δ = 11.7 × 0.01307 × 0.0586 eV ≈ 9.0 meV.

The numerical solution with this screening length gives 8.9 meV at −5 V and 2.7 meV at zero bias. Of the additional 5 V, the metal takes about 6 mV and the semiconductor takes the rest. To that accuracy the hilltop belongs to the metal.

**Q.** Then a contact that screened badly should break the rule.

**A.** It does in the same calculation. Keep everything else fixed and give the contact a fictitious screening length of 5 nm. Between zero bias and −5 V, the barrier seen from its bulk then falls by 0.53 eV, against 0.006 eV for the free-electron metal. The vacuum level is still continuous in both cases. Continuity alone therefore does not protect the metal-side barrier. It takes strong screening, together with a vacuum-level step at the interface that does not change with bias; in the ideal model that step is zero.

**Q.** How do the two barriers show up in the current I measure?

**A.** Count the electrons crossing in each direction, assuming that every electron with enough energy crosses and that none tunnels. Use a single effective mass m.

In the semiconductor's bulk, the velocities towards the metal follow a Maxwell distribution. An electron gets over if ½mv² exceeds q(V_bi − V). Call the threshold velocity v₀. The current density carried by these electrons is

J_s = qN_D √[m/(2πkT)] ∫ v exp[−mv²/(2kT)] dv, from v₀ to ∞.

The integral is (kT/m) exp[−mv₀²/(2kT)], so

J_s = qN_D √[kT/(2πm)] exp[−q(V_bi − V)/kT].

Now insert N_D = N_c exp(−ξ/kT) and use ξ + qV_bi = Φ_B:

J_s = qN_c √[kT/(2πm)] exp[−(Φ_B − qV)/kT].

With N_c = 2[mkT/(2πħ²)]^(3/2), the prefactor becomes

qN_c √[kT/(2πm)] = qm(kT)²/(2π²ħ³) ≡ A*T²,

where A* is the effective Richardson constant.

Electrons coming from the metal enter the same band states at the interface, but these are filled according to E_Fm. The exponent therefore contains E_c(0) − E_Fm = Φ_B:

J_m = A*T² exp(−Φ_B/kT).

The net electron flow from semiconductor to metal gives

J = J_s − J_m = A*T² exp(−Φ_B/kT)[exp(qV/kT) − 1].

The 1 in the bracket is the metal's unchanged flow. The exponential is the semiconductor's flow, which responds to V.

For our numbers, with m = 1.08 electron masses, J_m = 2.94×10⁻⁶ A/cm² at every bias. At V = 0 the semiconductor sends back the same amount. At +0.3 V its flow is multiplied by exp(0.3/0.02585) = 1.10×10⁵ and reaches 0.32 A/cm². At −1 V it is already below 10⁻²² A/cm², so the net current is the metal's flow alone. These flows were obtained by integrating over the two distributions separately, and their ratio agreed with exp(qV/kT) to within 0.1%.

**Q.** My reverse current does not saturate. It creeps upwards with voltage. Is the metal-side barrier changing after all?

**A.** In a real contact it does change a little, through the field at the interface. The main correction here is the image force. An electron at distance x from the metal is attracted by its image, which adds −q²/(16πεx) to its energy. Near the interface the band edge falls as −qFx. Their sum has its maximum where the derivative vanishes:

q²/(16πεx²) − qF = 0, so x_m = √[q/(16πεF)].

At this point the two terms are equal, and the top lies below Φ_B by

ΔΦ = 2qFx_m = q√[qF/(4πε)].

This is 22 meV at zero bias and 40 meV at −5 V. The change of 18 meV multiplies the metal's flow by exp(0.018/0.02585) ≈ 2.0. Finite screening adds about 6 meV if the two effects are simply summed, which brings the factor to about 2.5.

Tunnelling through the rounded top adds to this. Treating the top as a parabola and using silicon's light mass of 0.19 electron masses, I estimate a flow 1.6 times the classical one at −5 V, equivalent to a further lowering of 12 meV. The same estimate gives 1.07 at zero bias, so its share of the creep is a factor of about 1.5. These are rough figures on the high side, since the real barrier is wider below its top than the parabola, heavier electrons tunnel less, and reflection at the interface is left out.

None of these shifts exceeds a few tens of meV, while the semiconductor-side barrier has changed by 5 eV. They still matter for your current, because they must be compared with kT. Leakage at the contact's edge and generation of carriers in the depletion layer are outside this model and may also contribute.

**Q.** What about forward bias? Can I keep lowering the semiconductor's barrier until it vanishes?

**A.** The formula gives zero at V = V_bi, but two assumptions weaken on the way there.

The first is the flat Fermi level. Electrons leave the interface at an effective speed v_R = A*T²/(qN_c) and are resupplied through the depletion layer at some speed v_D. Let n₀ be the interface density for a flat Fermi level and n₁ the actual one. Neglecting the metal's return flow, steady state requires

v_R n₁ = v_D(n₀ − n₁), so n₁ = n₀/(1 + v_R/v_D).

The Fermi level therefore drops by kT ln(1 + v_R/v_D) across the layer. For a (100) silicon surface, the several conduction-band valleys raise the mass factor in A* from the single-mass value 1.08 to 2.05, which gives v_R = 4.9×10⁶ cm/s. For diffusion through the layer, v_D is close to the mobility times the interface field. With a mobility of 1200 cm²/(V s) and the field of 0.026 MV/cm at +0.3 V, this is about 3×10⁷ cm/s. The drop is then 4 meV, which reduces the forward current to about 0.86 of the ideal value; a v_D as low as 10⁷ cm/s would give 10 meV and two thirds. It does not alter the barrier heights, which are set by the bulk levels and the hilltop.

The second is series resistance. At +0.3 V, a neutral layer 5 µm thick, with a mobility of 1200 cm²/(V s) and the single-mass flow of 0.32 A/cm², takes about 0.08 mV (0.16 mV with the mass factor 2.05), which is negligible. Raising the junction voltage by the remaining 0.245 V would multiply the current, and with it this drop, by exp(0.245/0.02585) ≈ 1.3×10⁴. The layer alone would then need about 1 V, or 2 V with the mass factor 2.05. The applied voltage goes increasingly into the resistance before the bands become flat.

**Q.** Does the argument carry over to p-type material?

**A.** Yes, with the valence-band edge E_v in place of E_c. At the interface E_v(0) = E_Fm + Φ_M − χ − E_g, where E_g is the gap. The hole barrier seen from the metal is

E_Fm − E_v(0) = E_g + χ − Φ_M,

again without V. In the bulk E_v = E_Fs − ξ_p, with ξ_p fixed by the acceptors. The barrier for holes leaving the semiconductor is

E_v(bulk) − E_v(0) = (E_g + χ − Φ_M) − ξ_p + qV.

The sign of V is reversed, so forward bias now means a negative metal. For the same work function and affinity, and a gap of 1.12 eV, the metal-side hole barrier is 1.12 − 0.75 = 0.37 eV.

**Q.** How close is your example to a contact I could make?

**A.** The doping and permittivity are typical of lightly doped silicon, and the work function lies between rough values for silver and gold. The field at −5 V is about a third of a rough breakdown field of 0.4 MV/cm. The single mass is a simplification: for a (100) silicon surface the emission factor is 2.05 and not 1.08, which raises both flows by a factor of 1.9 and leaves their ratio alone. This count still lets every electron above the top cross. Quantum reflection, scattering and the finite v_D reduce it, and the Richardson constant commonly used for n-type silicon, about 110 A/(cm² K²), lies below even the single-mass value of 130. At 400 K, with Φ_B held fixed, qV_bi falls from 0.545 to 0.461 eV because ξ grows.

The assumption that real silicon contacts break most seriously is the absence of interface charge. Interface states and dipoles can move Φ_B by a few tenths of an eV from Φ_M − χ, and a shift of only 0.1 eV changes both flows by a factor of about 50. You should therefore measure Φ_B and not calculate it from work functions.

The bias argument is sturdier than the Schottky-Mott value. If the interface dipole lowers the band edge by a fixed energy D, then

E_c(0) = E_Fm + Φ_M − χ − D,

and the hilltop still follows E_Fm. The metal-side barrier has a different value but remains independent of V. It begins to depend on bias if D does, for instance when interface states change their charge or when a thin insulating layer takes part of the voltage.

The numerical output lists the levels, barriers and flows at each bias, and the corrections at some or all of these biases.

Computed values

```
Work function 4.80 eV, affinity 4.05 eV
Donors 1.0e+16 cm^-3, eps_r 11.7, T 300 K
kT 0.02585 eV, band density Nc 2.816e+19 cm^-3
DOS mass 1.08 m_e, Nd/Nc 3.55e-04
xi = Ec(bulk)-E_Fs 0.2053 eV
Ideal barrier Phi_B 0.750 eV, q V_bi 0.5447 eV
Solved levels, eV, zero at E_Fs:
  V(V)   E_Fm    Ec(0)   Ec(bulk)
  -5.0  +5.000  +5.750  +0.205
  -1.0  +1.000  +1.750  +0.205
  +0.0  +0.000  +0.750  +0.205
  +0.3  -0.300  +0.450  +0.205
Solved barriers (eV), width (nm), peak field (MV/cm):
  V(V)  from metal  from semicond.  width  field
  -5.0  0.750  5.545  845  0.1307
  -1.0  0.750  1.545  443  0.0685
  +0.0  0.750  0.545  259  0.0401
  +0.3  0.750  0.245  168  0.0260
Flows (A/cm^2), lumped mass: from metal, from semicond.
  -5.0  2.94e-06  2.96e-90
  -1.0  2.94e-06  4.66e-23
  +0.0  2.94e-06  2.94e-06
  +0.3  2.94e-06  3.22e-01
exp(qV/kT) at +0.3 V: 1.096e+05
Metal: density 6.0e+22 cm^-3, E_F 5.59 eV
Metal screening length 0.0586 nm
Metal-side barrier lowering by finite screening (meV):
  -5.0 V: 8.94
  -1.0 V: 4.69
  +0.0 V: 2.74
  +0.3 V: 1.78
Barrier change, 0 to -5 V, real metal -6.21 meV
Same, fictitious 5 nm screening -0.526 eV
Image lowering at -5.0 V: 40.1 meV
Image lowering at +0.0 V: 22.2 meV
Image lowering at +0.3 V: 17.9 meV
Tunnelling at -5 V: current x 1.60 (rough upper size)
  equal to a lowering of 12.1 meV
Emission mass factor, (100) Si: 2.05, lumped 1.08
E_Fs drop in depletion layer, forward: 10.3 meV
  emission speed 4.9e+06, drift limit 1e+07 cm/s
Interface holes/donors 1.8e-03 (gap 1.12 eV)
Series drop at +0.3 V, 5 um layer: 0.084 mV
Peak field at -5 V / rough breakdown field 0.33
  rough breakdown field 0.4 MV/cm
q V_bi at 400 K, same Phi_B: 0.461 eV
```
